\section*{Pair and three-centre indices of two- and four-electron bonds}

\section{Problem}

Three orthonormal orbitals $\phi_1,\phi_2,\phi_3$ lie in a row. They have a common on-site energy $\alpha$. Neighbours are coupled by $\beta$, and the two ends are not coupled directly:
\begin{equation}
H=\begin{pmatrix}\alpha&\beta&0\\ \beta&\alpha&\beta\\ 0&\beta&\alpha\end{pmatrix},\qquad \beta<0 .
\end{equation}
The sign of $\beta$ is a convention, since replacing $\phi_2$ by $-\phi_2$ reverses it. Electrons are independent and fill the levels in pairs. With real orbital coefficients $c_{i\mu}$, the spin-summed density matrix, the pair bond index and the triple product are
\begin{equation}
P_{ij}=2\sum_{\mu\,\text{filled}}c_{i\mu}c_{j\mu},\qquad B_{ij}=P_{ij}^2\ (i\neq j),\qquad K=P_{12}P_{23}P_{31}.
\end{equation}

(a) Find $B_{12}$, $B_{23}$, $B_{13}$ and $K$ for two and for four electrons. (b) Decide which of the results need only the mirror symmetry of the chain, and which need more. (c) Estimate what remains of them for a $p\sigma$ fragment of a telluride phase-change alloy.

\section{A tempting solution, which is wrong}

The lowest level has the coefficients $(\tfrac12,\tfrac1{\sqrt2},\tfrac12)$. Two electrons in it give $P_{12}=P_{23}=1/\sqrt2$ and $P_{13}=1/2$, hence $B_{12}=B_{23}=1/2$, $B_{13}=1/4$ and $K=1/4$.

The next two electrons enter the nonbonding level. Its energy is $\alpha$, so it contributes nothing to the bonding. It therefore changes only the diagonal of $P$, adding one electron to each end. All off-diagonal elements stay as they were, and four electrons also give $K=1/4$.

\section{The fault}

The nonbonding orbital is $(1,0,-1)/\sqrt2$. Its node at the centre does leave $P_{12}$ and $P_{23}$ unchanged. It has no node at the ends, however, and two electrons in it add
\begin{equation}
2\cdot\frac1{\sqrt2}\cdot\left(-\frac1{\sqrt2}\right)=-1
\end{equation}
to $P_{13}$. The energy does not show this change, because $H_{13}=0$: a density-matrix element between uncoupled orbitals costs nothing. The pair indices do not show it either, as the wrong argument gives all three correctly. The error appears only in a quantity that keeps the sign of $P_{13}$.

\section{Solution of (a)}

Mirror symmetry separates the odd combination $(\phi_1-\phi_3)/\sqrt2$, of energy $\alpha$, from the even pair $(\phi_1+\phi_3)/\sqrt2$ and $\phi_2$. The even pair has equal energies $\alpha$ and the coupling $(\beta+\beta)/\sqrt2=\sqrt2\,\beta$. Its levels are $\alpha\pm\sqrt2|\beta|$. The lower one is the equal-weight sum, because the coupling is negative; this is the vector $(\tfrac12,\tfrac1{\sqrt2},\tfrac12)$. Filling the levels gives
\begin{align}
\text{two electrons:}\quad &P_{12}=P_{23}=\tfrac1{\sqrt2}, & P_{13}&=\tfrac12, & K&=+\tfrac14,\\
\text{four electrons:}\quad &P_{12}=P_{23}=\tfrac1{\sqrt2}, & P_{13}&=\tfrac12-1=-\tfrac12, & K&=-\tfrac14 .
\end{align}
In both cases $B_{12}=B_{23}=1/2$ and $B_{13}=1/4$. The energy relative to $N\alpha$ is also the same, $-2\sqrt2|\beta|$. The end populations differ: $1/2$ each for two electrons and $3/2$ each for four, with one electron on the centre in both cases. Three electrons, one of them in the nonbonding level, give $P_{13}=\tfrac12-\tfrac12=0$ and $K=0$.

The sign of $P_{13}$ alone has no meaning, since replacing $\phi_3$ by $-\phi_3$ reverses it. In $K$ each orbital occurs twice, so $K$ does not depend on such choices.

\subsection{Why $K$ is reversed with equal magnitude}

Let $S=\mathrm{diag}(1,-1,1)$, with diagonal elements $s_i$. Only neighbours are coupled, so $S(H-\alpha)S=-(H-\alpha)$. If $c$ is an eigenvector at $\alpha+\varepsilon$, then $Sc$ is one at $\alpha-\varepsilon$. The highest orbital is thus $Sc_1$, where $c_1$ is the lowest. Four electrons fill everything except the highest orbital:
\begin{equation}
P^{(4)}=2\left(1-Sc_1c_1^{T}S\right)=2\cdot1-S\,P^{(2)}S .
\label{eq:map}
\end{equation}
For $i\neq j$ this reads $P^{(4)}_{ij}=-s_is_jP^{(2)}_{ij}$. The square is unchanged. In $K$ the three minus signs multiply to $-1$, while every $s_i$ occurs twice and drops out. Hence $K^{(4)}=-K^{(2)}$. Four electrons in three orbitals are two holes, and a product of three off-diagonal elements of $P$ distinguishes holes from electrons where a square cannot.

\subsection{What the indices measure}

For a single determinant each spin has the density matrix $\rho=P/2$, and on distinct sites
\begin{align}
\langle n_in_j\rangle&=\rho_{ii}\rho_{jj}-\rho_{ij}^2,\\
\langle n_1n_2n_3\rangle&=\det\rho=\rho_{11}\rho_{22}\rho_{33}+2\rho_{12}\rho_{23}\rho_{31}-\rho_{11}\rho_{23}^2-\rho_{22}\rho_{13}^2-\rho_{33}\rho_{12}^2 .
\end{align}
With $\delta n_i=n_i-\langle n_i\rangle$, the first line gives $\langle\delta n_i\delta n_j\rangle=-\rho_{ij}^2$. Expanding the triple product of deviations removes every term of the second line except $2\rho_{12}\rho_{23}\rho_{31}$. The two spins are independent, so their contributions add:
\begin{equation}
\langle\delta n_i\,\delta n_j\rangle=-2\,\frac{P_{ij}^2}{4}=-\frac{B_{ij}}2,\qquad
\langle\delta n_1\,\delta n_2\,\delta n_3\rangle=2\cdot2\cdot\frac K8=\frac K2 .
\end{equation}
The pair index measures how the populations of two sites fluctuate against each other. $K$ measures the skewness of the joint fluctuation of three sites. Counting holes instead of electrons reverses each $\delta n_i$, which preserves the first quantity and reverses the second.

\section{Solution of (b)}

Mirror symmetry also permits a centre energy $\alpha+\Delta$ and an end-to-end coupling $\gamma$. Measure energies from $\alpha$. The odd orbital then lies at $-\gamma$, and the even block is
\begin{equation}
\begin{pmatrix}\gamma&\sqrt2\beta\\ \sqrt2\beta&\Delta\end{pmatrix},\qquad
E_\pm=\frac{\gamma+\Delta}2\pm\frac R2,\quad R=\sqrt{\delta^2+8\beta^2},\quad \delta=\Delta-\gamma .
\end{equation}
Let $w$ be the weight of $\phi_2$ in the lower even orbital. At fixed $\gamma+\Delta$, the diagonal of the block varies as $\mp\delta/2$, so the derivative of $E_-$ with respect to $\delta/2$ is $w-(1-w)$. It also equals $-\delta/R$, and therefore
\begin{equation}
w=\frac12\left(1-\frac{\delta}{R}\right).
\end{equation}
The orbital has the coefficients $\sqrt{(1-w)/2}$ on each end and $\sqrt w$ on the centre. If the odd level is the middle one,
\begin{align}
B_{12}&=2w(1-w)\ \text{for both fillings},\\
P_{13}^{(2)}&=1-w, & K^{(2)}&=2w(1-w)^2,\\
P_{13}^{(4)}&=(1-w)-1=-w, & K^{(4)}&=-2w^2(1-w).
\end{align}
The equality of $B_{12}$ and the change of sign survive. The equality of $B_{13}$ requires $w=1/2$, that is $\Delta=\gamma$. The ideal chain satisfies this with both equal to zero.

The odd level is the middle one when the even block, measured from $-\gamma$, has one negative and one positive eigenvalue, so that its determinant is negative:
\begin{equation}
2\gamma(\Delta+\gamma)-2\beta^2<0\quad\Longleftrightarrow\quad \gamma(\Delta+\gamma)<\beta^2 .
\end{equation}
If the left side exceeds $\beta^2$ with $\gamma>0$, the odd level is lowest. Two electrons then have $P_{12}=0$ and $K=0$. If it does so with $\gamma<0$, the odd level is highest, and four electrons fill both even orbitals, again with $P_{12}=0$ and $K=0$.

The signs themselves need no symmetry. For any real three-orbital Hamiltonian with non-degenerate levels, two electrons fill one orbital $c$, so $P_{ij}=2c_ic_j$ and $K=8(c_1c_2c_3)^2\geq0$. Four electrons leave one orbital $h$ empty, so $P_{ij}=-2h_ih_j$ for $i\neq j$ and $K=-8(h_1h_2h_3)^2\leq0$. $K$ vanishes only if this single filled or empty orbital has a zero coefficient on one of the three sites. The two magnitudes agree only if $|c_1c_2c_3|=|h_1h_2h_3|$, which mirror symmetry alone does not ensure.

Mirror symmetry is not necessary for the two fillings to have equal pair indices and exactly opposite $K$, although the values change without it. With $\Delta=\gamma=0$ and unequal couplings $b_1,b_2$, equation (\ref{eq:map}) still holds. The lowest orbital is $(-b_1,b,-b_2)/(\sqrt2\,b)$ with $b^2=b_1^2+b_2^2$, at energy $-b$. Thus $P_{12}=-b_1/b$, $P_{23}=-b_2/b$, $P_{13}=b_1b_2/b^2$ and, with $r=b_2/b_1$,
\begin{equation}
K=\pm\frac{r^2}{(1+r^2)^2},
\end{equation}
the upper sign being for two electrons. As one bond breaks, $K$ vanishes as $r^2$.

\section{Solution of (c)}

Take $\beta=-1.5$ eV, a cation $p$ level 2 eV above the anion $p$ level, and $\gamma=+0.1$ eV. These are rough model values in the regime of telluride phase-change alloys. If all $p$ lobes point the same way, both $\beta$ and $\gamma$ are positive; reversing the central orbital makes $\beta$ negative and leaves $\gamma$ positive.

Without offset and end coupling, the bonding level lies 2.12 eV below $\alpha$, and either filling gains 4.24 eV. For anion ends, $\Delta=+2$ eV and $\delta=1.9$ eV, so
\begin{equation}
w=\frac12\left(1-\frac{1.9}{\sqrt{1.9^2+8\cdot1.5^2}}\right)=0.296 .
\end{equation}
For cation ends, $\Delta=-2$ eV, $\delta=-2.1$ eV and $w=0.722$. Here $\gamma(\Delta+\gamma)$ is $0.21$ and $-0.19$ eV$^2$ respectively, well below $\beta^2=2.25$ eV$^2$.

\begin{center}
\begin{tabular}{lcccc}
Ends & Electrons & $B_{12}$ & $B_{13}$ & $K$\\
anion & 2 & 0.42 & 0.50 & $+0.29$\\
anion & 4 & 0.42 & 0.09 & $-0.12$\\
cation & 2 & 0.40 & 0.08 & $+0.11$\\
cation & 4 & 0.40 & 0.52 & $-0.29$
\end{tabular}
\end{center}

The neighbour index still does not distinguish the fillings, but the end-to-end index now differs between them by a factor of about six. The sign of $K$ is that of the ideal chain in all four rows. The factor depends on $\gamma$: scaling $\beta$ with the inverse square of the distance would give $\gamma=0.375$ eV and factors of 4.5 (anion ends) and 8.5 (cation ends), with the same signs of $K$.

The effects of other omissions are estimated for the isolated fragment. Each is added separately to the chain with $\Delta=\gamma=0$.

\begin{itemize}
\item \textbf{Unequal bonds.} Lengths of 0.28 and 0.32 nm, with coupling assumed to vary as the inverse square of length, give $r=0.77$ and $K=\pm0.233$, a reduction of 7\% from $0.25$.
\item \textbf{Repulsion.} Screened values of 3 eV on a site, 1 eV between neighbours and 0.5 eV between the ends, with the repulsion between sites acting on deviations from one electron per orbital, give $K=\pm0.238$ by diagonalization in the full many-electron space. $P_{12}^2$ falls to 0.474 for both fillings. Because the state is not a single determinant, the squares no longer give the covariances, and $K/2=\pm0.119$ no longer gives the three-site fluctuation, which falls to $\pm0.058$.
\item \textbf{A filled central $s$ orbital.} Placed 8 eV below the $p$ levels and coupled by 1.2 eV to each end, it mixes with the odd combination. For two $p$ electrons $P_{13}$ falls from 0.50 to 0.46. For four it stays at $-0.50$, because both mixed odd orbitals are then filled. Filled $s$ orbitals on the ends, at the same depth and coupled by 1.2 eV to the central $p$ orbital, have an effect of the same size: with all three $s$ orbitals and no $s$-$s$ coupling, $P_{13}$ is $0.50$ and $-0.46$.
\item \textbf{Spin-orbit coupling.} A constant of 0.5 eV puts about 3\% of the bonding level into perpendicular $p$ orbitals, if these lie at $\alpha$ without bonds of their own. This does not estimate the effect on the nonbonding level, which would be degenerate with them, so the four-electron result with spin-orbit coupling is left open.
\item \textbf{Temperature.} At 900 K, $k_BT=0.078$ eV, and the excited fraction of the two-electron fragment is about $5\times10^{-12}$. It is sensitive to the other terms: about $10^{-6}$ for the fragment with anion ends, and $4\times10^{-4}$ when the repulsion above is added to that fragment.
\end{itemize}

A real crystal also breaks the assumption of isolation, and this affects even the meaning of the sign of $K$. In these alloys the $p$ orbitals form long chains with roughly one electron per orbital. A ring of 402 orbitals with 402 electrons and $\beta=-1.5$ eV, diagonalized numerically, represents such a chain with equal bonds and coupling between neighbours only. Without an offset, the argument behind (\ref{eq:map}) maps the half-filled ring onto itself. Second neighbours have $s_is_j=1$, so $P_{13}=-P_{13}=0$ and $K=0$, although $B_{12}=0.41$. With the 2 eV offset, $B_{12}=0.32$ and $B_{13}=0.02$, and $K$ is $-0.045$ for a triple with anion ends and $+0.045$ for one with cation ends. The two are opposite because exchanging electrons and holes reverses the offset, which amounts to shifting the ring by one site.

Both signs thus occur in the same ring at the same filling. For independent electrons in an isolated three-orbital fragment that meets the condition of (b), the sign of $K$ tells two electrons from four. The condition was derived without repulsion and does not guarantee these signs when the electrons repel each other. Near its limit, even an on-site repulsion smaller than $|\beta|$ can make a triplet the ground state of two electrons and reverse the sign of $K$. In an extended polar chain the sign of $K$ cannot be read as an electron count: in this ring it tells which sublattice supplies the ends.

Numerical values quoted here were computed with a short program.
